# Displacement cross section of silicon for relativistic electrons

**Q:** You want the cross section for an electron to knock a silicon atom off its site. What is being counted?

**A:** Primary displacements. A free nucleus of charge \(Z\) and mass \(M\), initially at rest, counts as displaced when its recoil energy \(T\) exceeds a sharp threshold \(T_d\). Whether the vacancy and interstitial survive is a separate question. The nucleus is a bare point charge.

**Q:** The McKinley-Feshbach formula is usually just handed to me. Where does it come from?

**A:** From the phase shifts of the Dirac equation in a Coulomb field. For the scattering problem I set \(\hbar=m=c=1\), with \(m\) the electron mass. The electron has speed \(\beta\), total energy \(\gamma\) and momentum \(k=\gamma\beta\). Let \(a=Z\alpha\), with \(\alpha\) the fine-structure constant. In the potential \(-a/r\) the radial functions obey

\[
G'=-\frac{\kappa}{r}G+\Big(\gamma+1+\frac ar\Big)F,\qquad
F'=\frac{\kappa}{r}F-\Big(\gamma-1+\frac ar\Big)G .
\]

Here \(\kappa=-l-1\) for \(j=l+\tfrac12\) and \(\kappa=l\) for \(j=l-\tfrac12\). Put \(G=\sqrt{\gamma+1}\,y_1\), \(F=\sqrt{\gamma-1}\,y_2\), \(q=a/\beta\) and \(q'=q/\gamma=a/k\). Since \(a(\gamma\mp1)/k=q\mp q'\),

\[
y_1'=-\frac{\kappa}{r}y_1+\Big(k+\frac{q-q'}r\Big)y_2,\qquad
y_2'=\frac{\kappa}{r}y_2-\Big(k+\frac{q+q'}r\Big)y_1 .
\]

For \(w=y_2+iy_1\) these combine into

\[
w'=i\Big(k+\frac qr\Big)w+\frac{\kappa-iq'}{r}\,w^* .
\]

**Q:** That still couples \(w\) to its conjugate.

**A:** Eliminate \(w^*\) with the conjugate equation. With \(D=r\,d/dr\),

\[
[D+i(kr+q)][D-i(kr+q)]w=(\kappa^2+q'^2)w .
\]

Expanding, and using \(q^2-q'^2=q^2\beta^2=a^2\), gives

\[
D^2w+\big[k^2r^2+(2q-i)kr-\rho^2\big]w=0,\qquad \rho=\sqrt{\kappa^2-a^2}.
\]

Substitute \(w=A\,r^\rho e^{ikr}\mathcal M(z)\) with \(z=-2ikr\). The terms in \(\rho^2\) and \(k^2r^2\) cancel, leaving Kummer's equation

\[
z\mathcal M''+(2\rho+1-z)\mathcal M'-(\rho-iq)\mathcal M=0 ,
\]

whose regular solution is the confluent hypergeometric function \(\mathcal M(\rho-iq,2\rho+1,z)\). Its leading large-\(r\) form gives

\[
w\propto \frac{A}{\Gamma(\rho+1+iq)}\,e^{-i\pi\rho/2}\,e^{i(kr+q\ln 2kr)},
\]

with a positive constant of proportionality. The phase of \(A\) follows from the first-order equation at small \(r\): \(\rho A=iqA+(\kappa-iq')A^*\), so \(A/A^*=(\kappa-iq')/(\rho-iq)\).

Now \(w\propto e^{i\varphi}\) with \(\varphi=kr+q\ln2kr-l\pi/2+\delta_\kappa\). Forming \(w/w^*=e^{2i\varphi}\) and using \(\Gamma(\rho+1-iq)=(\rho-iq)\Gamma(\rho-iq)\),

\[
S_\kappa=e^{2i\delta_\kappa}=e^{i\pi(l-\rho)}(\kappa-iq')\frac{\Gamma(\rho-iq)}{\Gamma(\rho+1+iq)} .
\]

The logarithmic phase is common to all waves and drops out of the cross section.

**Q:** How do two phase shifts per \(l\) become one cross section?

**A:** The operator \(\mathbf L\cdot\boldsymbol\sigma\) equals \(l\) for \(\kappa=-l-1\) and \(-(l+1)\) for \(\kappa=l\). The scattering operator at given \(l\) is therefore

\[
\frac{(l+1+\mathbf L\cdot\boldsymbol\sigma)S_{-l-1}+(l-\mathbf L\cdot\boldsymbol\sigma)S_l}{2l+1}.
\]

With \(P_l^1=-dP_l/d\theta\), one has \(\mathbf L\cdot\boldsymbol\sigma P_l=i\sigma_nP_l^1\), where \(n\) is normal to the scattering plane. Summing with weight \((2l+1)/2ik\) gives the amplitude \(f-i\sigma_ng\), where

\[
f=\frac1{2ik}\sum_{l\ge0}[(l+1)S_{-l-1}+lS_l]P_l,\qquad
g=\frac1{2ik}\sum_{l\ge1}[S_l-S_{-l-1}]P_l^1 .
\]

The unscattered wave contributes only at \(\theta=0\) and is omitted. For unpolarized electrons \(d\sigma/d\Omega=|f|^2+|g|^2\). Sums that do not converge outright are read as limits \(t\to1\) of sums weighted by \(t^l\), at \(\theta\ne0\).

**Q:** Show me the first order in \(a\) before you add corrections.

**A:** At this order \(\rho=|\kappa|\). Expanding the gamma functions with \(\psi=\Gamma'/\Gamma\) and \(\psi(n+1)=\psi(n)+1/n\),

\[
S_{-l-1}\simeq1-2iq\psi(l+1)-\frac{i(q-q')}{l+1},\qquad
S_l\simeq1-2iq\psi(l+1)+\frac{i(q-q')}{l}.
\]

In \(f\) the \((q-q')\) terms cancel except at \(l=0\), where \(-i(q-q')\) remains. To sum the rest, multiply \(\sum(2l+1)\psi(l+1)P_l\) by \(1-\cos\theta\) and use the Legendre recursion. The new coefficient is \((2l+1)\psi(l+1)-(l+1)\psi(l+2)-l\psi(l)\), which is zero for \(l\ge1\). At \(l=0\) the recursion has no \(l-1\) term, so the last term is absent and the coefficient is \(\psi(1)-\psi(2)=-1\). With \(s=\sin(\theta/2)\) and \(1-\cos\theta=2s^2\), the sum is \(-1/(2s^2)\). Writing \(u=1-1/\gamma\),

\[
f_0=\frac1{2k}\Big[\frac q{s^2}-(q-q')\Big]=\frac{q}{2ks^2}(1-us^2).
\]

For \(g\) we need \(H=\sum_{l\ge1}\frac{2l+1}{l(l+1)}P_l^1\). Legendre's equation reads \(d(\sin\theta P_l^1)/d\theta=l(l+1)\sin\theta P_l\). Since \(\sum_{l\ge1}(2l+1)P_l=-1\) off the forward direction, \(d(\sin\theta H)/d\theta=-\sin\theta\). The product \(\sin\theta H\) vanishes at \(\theta=\pi\), so \(H=(1+\cos\theta)/\sin\theta=\cot(\theta/2)\). With \(C=\cos(\theta/2)\),

\[
g_0=\frac{q-q'}{2k}H=\frac q{2ks^2}\,u\,sC .
\]

Then \((1-us^2)^2+u^2s^2(1-s^2)=1-(2u-u^2)s^2\), and \(2u-u^2=1-1/\gamma^2=\beta^2\). So

\[
f_0^2+g_0^2=\Big(\frac q{2ks^2}\Big)^2(1-\beta^2s^2).
\]

The spin factor suppresses backscattering, which produces the hardest recoils.

**Q:** The second order must contain many terms. Why should the correction be short?

**A:** Because \(f_0\) and \(g_0\) are real, and a correction interferes with them only through its real part. At fixed \(\rho=|\kappa|\), each \(S_\kappa\) is a series in \(iq\) and \(iq'\) with real coefficients. Its second-order terms are real, and the factor \(1/2ik\) makes them imaginary in the amplitude. The shift \(\rho\simeq|\kappa|-a^2/(2|\kappa|)\) changes the gamma functions by another real amount. What remains is the factor \(e^{i\pi(|\kappa|-\rho)}\), which gives

\[
\delta S_\kappa=\frac{i\pi a^2}{2|\kappa|}.
\]

In \(f\) this contributes \(i\pi a^2\) for each \(l\ge1\) and half that for \(l=0\). The Legendre generating function gives \(\sum P_l=1/(2s)\), hence

\[
\delta f=\frac{\pi a^2}{4k}\Big(2\sum_{l\ge0}P_l-1\Big)=\frac{\pi a^2}{4k}\,\frac{1-s}{s}.
\]

In \(g\) the sum is \(K=\sum_{l\ge1}P_l^1/[l(l+1)]\). As before,

\[
\frac{d(\sin\theta K)}{d\theta}=\sin\theta\Big(\frac1{2s}-1\Big)=\cos\frac\theta2-\sin\theta .
\]

Integrating from zero gives \(\sin\theta K=2s-2s^2\). Since \(\sin\theta=2sC\), \(K=(1-s)/C\) and \(\delta g=(\pi a^2/4k)(1-s)/C\). The interference is

\[
2(f_0\delta f+g_0\delta g)=\frac{q}{ks^2}\frac{\pi a^2}{4k}(1-s)\Big[\frac{1-us^2}s+us\Big]
=\frac{\pi a^2q}{4k^2}\frac{1-s}{s^3}.
\]

Dividing by \((q/2ks^2)^2\) gives \(\pi a^2s(1-s)/q=\pi a\beta s(1-s)\). This is the McKinley-Feshbach result:

\[
\frac{d\sigma}{d\Omega}=\Big(\frac q{2ks^2}\Big)^2\big[1-\beta^2s^2+\pi a\beta s(1-s)\big].
\]

It holds through first relative order in \(a\). For electrons the correction is positive.

**Q:** The threshold is on recoil energy, not on angle.

**A:** In the static-nucleus limit the electron keeps its momentum \(p\) in magnitude, so the momentum transfer is \(2ps\). I now use Hartree units, with \(c=1/\alpha\), speed \(v=\beta c\), \(M\) in electron masses and \(E\) the electron's kinetic energy. Since \(p^2=E(E+2c^2)/c^2\),

\[
T=\frac{(2ps)^2}{2M}=T_ms^2,\qquad T_m=\frac{2p^2}{M}=\frac{2E(E+2c^2)}{Mc^2}.
\]

Let \(x=T/T_m=s^2\). From \(dx=\tfrac12\sin\theta\,d\theta\) we get \(d\Omega=2\pi\sin\theta\,d\theta=4\pi\,dx\). The length \(q/2k=a/(2\gamma\beta^2)\) was in units of \(\hbar/mc\), which is \(1/c\) bohr, so it becomes \(Z/(2\gamma v^2)\). Therefore

\[
d\sigma=\frac{\pi Z^2}{\gamma^2v^4}\,\frac{1-\beta^2x+\pi a\beta(\sqrt x-x)}{x^2}\,dx .
\]

**Q:** Then integrate it.

**A:** Displacement requires \(x\) between \(1/\tau\) and 1, with \(\tau=T_m/T_d\). The three integrals are

\[
\int_{1/\tau}^1\!\frac{dx}{x^2}=\tau-1,\qquad
\int_{1/\tau}^1\!\frac{dx}{x}=\ln\tau,\qquad
\int_{1/\tau}^1\!\frac{dx}{x^{3/2}}=2(\sqrt\tau-1).
\]

For \(\tau\ge1\),

\[
\boxed{\sigma=\frac{\pi Z^2}{\gamma^2v^4}\Big\{\tau-1-\beta^2\ln\tau+\pi a\beta\big[2(\sqrt\tau-1)-\ln\tau\big]\Big\}}
\]

and \(\sigma=0\) for \(\tau<1\). The integration adds no approximation to the integrand.

**Q:** Does it behave sensibly at threshold?

**A:** Setting \(T_m=T_d\) gives \((E+c^2)^2=c^4+Mc^2T_d/2\), so

\[
E_{\rm th}=c^2\Big[\sqrt{1+\frac{MT_d}{2c^2}}-1\Big].
\]

Just above it, put \(\tau=1+\epsilon\). The first terms give \((1-\beta^2)\epsilon=\epsilon/\gamma^2\). The square bracket is \((\epsilon-\epsilon^2/4)-(\epsilon-\epsilon^2/2)=\epsilon^2/4\) to leading order. The onset is thus linear,

\[
\sigma\simeq\frac{\pi Z^2}{\gamma^4v^4}\,\epsilon .
\]

The extra \(1/\gamma^2\) is the suppression of backscattering.

**Q:** And at high energy? The maximum recoil grows without limit.

**A:** The cross section does not. With \(p=\gamma v\), the prefactor times \(\tau\) is \(2\pi Z^2/(Mv^2T_d)\), which tends to

\[
\sigma_\infty=\frac{2\pi Z^2}{Mc^2T_d}.
\]

In this limit \(d\sigma/dT\propto1/T^2\) for \(T\ll T_m\), so half the displacements come from recoils below \(2T_d\) and two thirds from recoils below \(3T_d\), whatever \(T_m\) is. The leading relative correction is \(+2\pi a/\sqrt\tau\), of order \(1/\gamma\). The other corrections are of order \(1/\gamma^2\), at most with a logarithm. The limit is therefore approached from above. Since \(\sigma\) starts at zero, it must pass through a maximum. Without the \(\pi a\beta\) term the leading correction would be \(-\ln\tau/\tau\), and the approach would be from below.

**Q:** Put in silicon.

**A:** Take \(Z=14\), atomic mass 28.085 u (\(Mc^2=26161\) MeV) and \(T_d=21\) eV, a rough typical value. The threshold electron energy is 0.221 MeV. At \(E=1\) MeV, \(\gamma=2.957\), \(\beta=0.9411\) and \(\pi a\beta=0.3020\). With the electron rest energy of 0.511 MeV,

\[
T_m=\frac{2(1)(1+1.022)}{26161}\ \text{MeV}=154.6\ \text{eV},\qquad \tau=7.361 .
\]

The prefactor is 7.130 barn, and

\[
\sigma=7.130\,(6.361-1.768+0.432)\ \text{barn}=35.8\ \text{barn},
\]

or \(1.28\times10^{-6}\) bohr². Without the last term it would be 32.7 barn.

**Q:** Your formula stops at first relative order in \(a=0.102\). How wrong is it?

**A:** I summed the partial-wave series numerically with the full \(S_\kappa\), which gives the Mott cross section, and integrated it over the same recoils by Gauss-Legendre quadrature. Going from 150 to 300 waves changed the integrals by less than \(10^{-7}\) relative. The last column divides the closed form by the Mott value, at fixed \(T_d=21\) eV.

| \(E\) (MeV) | \(\sigma\) (barn) | ratio to Mott |
|---:|---:|---:|
| 0.25 | 5.75 | 0.979 |
| 0.5 | 24.7 | 0.978 |
| 1 | 35.8 | 0.983 |
| 2 | 42.7 | 0.990 |
| 5 | 46.4 | 0.996 |
| 10 | 47.0 | 0.998 |

The closed form is about 2% low at the lower energies and closer at the higher ones. The limit \(\sigma_\infty\) is 46.5 barn, so the 10 MeV value already lies above it. At 100 MeV the closed form gives 46.6 barn, but there the hardest collisions resolve the nucleus and the point-charge model fails for them.

**Q:** A sharp threshold in a crystal is hard to believe.

**A:** It is the weakest assumption I can size here. At 1 MeV, \(T_d=15\) eV gives 56.1 barn and \(T_d=25\) eV gives 27.9 barn. A uniform spread of thresholds from 15 to 27 eV, with the mean still 21 eV, multiplies \(\sigma\) by 1.04 at 1 MeV and by 1.41 at 0.25 MeV. The factor exceeds one because \(d\sigma/dT\) falls with \(T\), which makes \(\sigma\) a convex function of \(T_d\). Near threshold the low-threshold part of the spread carries much of the yield.

Thermal motion matters less. A moving atom gains the extra energy \(\mathbf P\cdot\mathbf V\), with \(P=\sqrt{2MT_d}\) at threshold. A classical thermal velocity gives an rms spread \(\sqrt{2T_dk_BT_{\rm lat}}=1.04\) eV at lattice temperature \(T_{\rm lat}=300\) K. With \(P\) held at its threshold value, averaging over this spread raises \(\sigma\) by 0.4% at 1 MeV and by 3% at 0.25 MeV. These are rough figures: shifts of order \(k_BT_{\rm lat}\) in the effective threshold, dropped here, matter at the same order. Only the order of magnitude of the increase should be trusted. Zero-point motion is left out of this estimate.

**Q:** What about screening, nuclear size and the recoil of the nucleus?

**A:** They are small at 1 MeV:

- Exponential screening with radius \(0.8853Z^{-1/3}\) bohr lowers \(d\sigma\) at \(T_d\) by \(2\times10^{-4}\) relative.
- A nucleus of rms radius \(R=\sqrt{3/5}\,(1.2\,\text{fm})A^{1/3}\), with \(A\) the atomic mass in u, lowers \(d\sigma\) at \(T_m\) by \((2pR)^2/3\simeq6\times10^{-4}\) relative in the first Born approximation, with \(\hbar=1\). Coulomb distortion of the electron wave raises this figure to about \(8\times10^{-4}\) for a uniformly charged sphere. This \(R\), 2.83 fm, is smaller than the measured charge radius of silicon-28, about 3.1 fm, for which the figure is close to \(10^{-3}\).
- Energy and momentum conservation for a head-on collision, solved numerically with a moving nucleus, lowers \(T_m\) by \(1.2\times10^{-4}\) relative.

**Q:** So how many defects does a real irradiation leave?

**A:** The model gives only the primaries. A lattice constant of 0.543 nm with eight atoms per cell means \(5.00\times10^{22}\) atoms per cm³. For a fluence of \(10^{16}\) electrons per cm² at 1 MeV, in a layer thin enough that the beam loses little energy,

\[
(5.00\times10^{22})(35.8\times10^{-24})(10^{16})=1.79\times10^{16}\ \text{cm}^{-3}.
\]

Energetic recoils can displace further atoms. The Norgett-Robinson-Torrens rule, in its simple form with all recoil energy available for damage, counts one displacement for \(T<2.5T_d\) and \(0.8T/(2T_d)\) above. It raises the total by 10%. In a thicker sample, slowing from 1.0 to 0.9 MeV lowers \(\sigma\) by 4%.

An energy near 1 MeV is used in real irradiation studies of silicon, and the threshold chosen here is within the usual rough range. Real thresholds depend on the recoil direction, which the trial spread above represents only crudely. The larger gap is between displacement and stable damage: close vacancy-interstitial pairs can recombine, and mobile defects can bind to impurities such as oxygen or dopants. This calculation does not give the surviving fraction, so \(1.79\times10^{16}\) cm⁻³ should not be read as a concentration of vacancies or of impurity complexes.
